# Equivalent Electric Field of a Strain Gradient in a Dielectric Film

## Problem

A centrosymmetric dielectric film has its normal along $z$. Its in-plane strain $u$ changes through the thickness with the uniform gradient $g = du/dz = 1\times10^{6}\ \mathrm{m^{-1}}$. The polarization $P$ points along $z$. In the bulk of the film the energy per volume is

$$
w = \tfrac12 aP^2 + \tfrac14 bP^4 - fP\frac{du}{dz} - EP ,
$$

where $E$ is the real macroscopic electric field along $z$, $a = 1/\chi$ is the inverse susceptibility (with $\varepsilon_0$ included in $\chi$), $b>0$ is the quartic coefficient, and $f = 10\ \mathrm{V}$ is the flexocoupling voltage. The purely elastic energy is omitted because the strain is imposed and does not respond to $P$.

(a) Find the electric field that would act on the polarization as the strain gradient does, and calculate its value.

(b) Which applied field cancels the effect of the gradient? Does the answer change if $a$ varies through the film?

(c) The film is 10 nm thick and has relative permittivity $\varepsilon_r = 300$. Find the polarization in short circuit, to linear order.

(d) Find the real field and the voltage in open circuit, to linear order.

(e) The coupling is sometimes written in the symmetrized form $-\tfrac f2\left(P\,u' - u\,P'\right)$, with primes for $d/dz$. Does this change the answer to (a)?

(f) Estimate the effects of the quartic term, of a strain-dependent $a$ and of warming by 10 K, and compare the real field with the breakdown field, using these rough values for strontium titanate near room temperature: $b = 7\times10^{9}\ \mathrm{J\,m^5/C^4}$, a change of $a$ by $2\times10^{10}\ \mathrm{J\,m/C^2}$ per unit in-plane strain, a Curie–Weiss temperature of 35 K, and a breakdown field of 100 MV/m.

## Solution

### (a) The equivalent field

The form of the coupling follows from symmetry. Under inversion $P$ changes sign, the strain does not, and $d/dz$ does. The product $P\,u$ is therefore forbidden in a centrosymmetric crystal, while $P\,u'$ is allowed. A uniform strain can make the material softer or stiffer against polarization, but a strain gradient can select a direction for $P$.

The equilibrium polarization makes $w$ stationary at given $E$ and $g$:

$$
\frac{\partial w}{\partial P} = aP + bP^3 - fg - E = 0
\quad\Longrightarrow\quad
aP + bP^3 = E + fg .
$$

The gradient enters this equation through the sum $E+fg$. A film with gradient $g$ and real field $E$ thus has the same polarization as a film without gradient in the field $E+fg$. The equivalent field is

$$
E_{\rm eq} = fg .
$$

The units agree: $fPg$ has units $\mathrm{V\cdot(C/m^2)\cdot m^{-1} = J/m^3}$, an energy density, and $fg$ has units of V/m. With the given data,

$$
E_{\rm eq} = (10\ \mathrm{V})(1\times10^{6}\ \mathrm{m^{-1}})
= 1\times10^{7}\ \mathrm{V/m} = 10\ \mathrm{MV/m},
$$

or 0.1 MV/cm. For positive $f$ it points toward increasing strain, and it reverses when the gradient reverses.

The word "equivalent" has a limited meaning. The quantity $fg$ drives the polarization, but it is not part of the Maxwell field. It does not enter $D=\varepsilon_0E+P$ as a field, and its integral across the film is not a voltage between the electrodes. A real field may arise as a consequence of it, as part (d) shows.

### (b) The cancelling field

In the uniform film, $P=0$ requires $E+fg=0$, so the cancelling field is

$$
E = -fg = -10\ \mathrm{MV/m}.
$$

Neither $a$ nor $b$ appears in it.

Now let $a$ depend on $z$. The real field may then also depend on $z$, and the condition at each depth is

$$
a(z)P + bP^3 = E(z) + fg .
$$

With no free charge inside the film, $D=\varepsilon_0E+P$ is the same at every depth. Substituting $E=(D-P)/\varepsilon_0$ and collecting the terms in $P$ gives

$$
\left[a(z)+\frac1{\varepsilon_0}\right]P + bP^3 = \frac{D}{\varepsilon_0}+fg .
$$

If the bracket is positive at every depth, the left side increases with $P$ and vanishes at $P=0$. Hence $P$ has the sign of the right side, which is common to all depths. The average polarization can vanish only if the right side vanishes, which means $D=-\varepsilon_0fg$. Then $P=0$ everywhere and $E=D/\varepsilon_0=-fg$ everywhere. The cancelling field is unchanged.

This was tested numerically on a film of 200 layers with the value of $b$ given in (f) and with $a$ varying by $\pm26.5\,\%$ between the middle and the faces. The mean applied field that removed the mean polarization was $-10.0000$ MV/m.

The same reasoning has a counterpart for switching. In a ferroelectric, $a<0$, and two polarization states can exist at the same field. The energy density depends on the field through $E+fg$, and it is unchanged when $P$ and $E+fg$ both change sign. If the switching process shares this symmetry, the hysteresis loop is centred at $E=-fg$ instead of at zero. The gradient then shifts the loop along the field axis, and one polarization direction becomes easier to reach than the other.

### (c) Short circuit

Ideal electrodes joined by a wire hold the voltage at zero. In a uniform film the real field is then zero. To linear order, $bP^3$ is dropped:

$$
aP = fg \quad\Longrightarrow\quad P=\chi fg=\mu g,\qquad \mu=\chi f .
$$

The coefficient $\mu$ is the flexoelectric coefficient. The susceptibility is

$$
\chi=(\varepsilon_r-1)\varepsilon_0 = 299\,\varepsilon_0
= 2.647\times10^{-9}\ \mathrm{F/m},
$$

so that

$$
\mu=(2.647\times10^{-9}\ \mathrm{F/m})(10\ \mathrm V)
=2.647\times10^{-8}\ \mathrm{C/m}=26.47\ \mathrm{nC/m},
$$

$$
P=(2.647\times10^{-8}\ \mathrm{C/m})(1\times10^{6}\ \mathrm{m^{-1}})
=0.02647\ \mathrm{C/m^2}\approx2.6\ \mathrm{\mu C/cm^2}.
$$

This value requires ideal electrodes. If each electrode screens over a vacuum-equivalent length $\lambda$, the polarization is reduced by about the factor $1/[1+2\lambda\chi/(\varepsilon_0h)]$, where $h$ is the thickness. For this film $\lambda=0.02$ nm already lowers $P$ to 1.2 µC/cm² and leaves a real field of about $-5.4$ MV/m inside.

At fixed $f$, a higher permittivity gives a larger polarization but leaves $E_{\rm eq}$ as it is. This is why $f$, and not $\mu$, sets the equivalent field.

### (d) Open circuit

With no free charge on the faces, $D=0$, and therefore $P=-\varepsilon_0E$. The linear equation of state is $P=\chi(E+fg)$. Equating the two expressions for $P$,

$$
-\varepsilon_0E=\chi E+\chi fg
\quad\Longrightarrow\quad
-(\varepsilon_0+\chi)E=\chi fg
\quad\Longrightarrow\quad
E=-\frac{\chi}{\chi+\varepsilon_0}\,fg .
$$

Since $\chi=299\varepsilon_0$, the fraction is $299/300$, and

$$
E=-\frac{299}{300}(10\ \mathrm{MV/m})=-9.967\ \mathrm{MV/m}.
$$

This is a Maxwell field, produced by the bound charge on the faces. It opposes the equivalent field and nearly cancels it. The polarization that remains is

$$
P=-\varepsilon_0E=\frac{\varepsilon_0}{\chi+\varepsilon_0}\,\chi fg ,
$$

which is $1/300$ of the short-circuit value. A direct numerical minimization of the energy at $D=0$, with the quartic term kept, also gave $-9.967$ MV/m. The quartic term hardly matters here because the polarization is so small.

With thickness $h=10$ nm, the potential of the upper face relative to the lower one is

$$
V=-Eh=(9.967\times10^{6}\ \mathrm{V/m})(10\times10^{-9}\ \mathrm m)
=0.0997\ \mathrm V .
$$

Two limits help in reading the formula. For $\chi\gg\varepsilon_0$, $E\to-fg$, and the voltage tends to $fgh=f\,\Delta u$, where $\Delta u=gh$ is the strain difference between the faces. Here $\Delta u=1\,\%$ and $f\,\Delta u=0.1$ V. At fixed strain difference, this voltage does not depend on thickness. For $\chi\ll\varepsilon_0$, $E\to-(\chi/\varepsilon_0)fg$, which is small: a material that hardly polarizes produces little bound charge, although its equivalent field is still $fg$.

### (e) The symmetrized coupling and the surfaces

Use $(uP)'=u'P+uP'$ to compare the two forms:

$$
-\frac f2\left(Pu'-uP'\right)
=-\frac f2Pu'+\frac f2\left[(uP)'-u'P\right]
=-fPu'+\frac f2(uP)' .
$$

They differ by a total derivative, which integrates to a contribution from the two faces.

Consider first a change $\delta P$ that vanishes at the faces. The surface contribution is then zero, and the energy per area changes by $-\int f\,u'\,\delta P\,dz$. The field acting in the interior is $f\,u'$, as before.

This was tested on a curved strain profile, $u=gz+cz^2$ with $c=4\times10^{13}\ \mathrm{m^{-2}}$ and $z$ measured from the middle of the film. A narrow Gaussian polarization bump, of standard deviation 0.3 nm, was centred at $z=2$ nm. Dividing minus its symmetrized coupling energy by its integral gave 11.600 MV/m. The local rule gives

$$
f(g+2cz)=(10\ \mathrm V)\left(1\times10^{6}+1.6\times10^{5}\right)\mathrm{m^{-1}}
=11.6\ \mathrm{MV/m}.
$$

Now take $P$ uniform right up to the faces, with $u=gz$. The surface contribution per area is

$$
\frac f2\Big[uP\Big]_{-h/2}^{h/2}
=\frac f2P\left(\frac{gh}2+\frac{gh}2\right)=\frac12fghP ,
$$

while the bulk term gives $-fghP$. The sum is $-\tfrac12fghP$, which corresponds to a mean driving field of $\tfrac12fg=5$ MV/m. The bulk supplies 10 MV/m and the surfaces $-5$ MV/m.

The answer to (a) therefore stands as a statement about the interior. The mean bias of a whole film also depends on its surface energy, which $f$ alone does not determine. The two forms of the coupling amount to two different assumptions about that energy, and real surfaces can add further terms linear in $P$. Parts (b), (c) and (d) assume that the surface contribution is zero. With the symmetrized coupling and no other surface energy, the quantities that average over the film would be halved to linear order: the cancelling mean field ($-5$ MV/m), the short-circuit polarization and the open-circuit voltage. The open-circuit field in the interior would stay at $-9.967$ MV/m, because nothing keeps $P$ uniform at $D=0$; the difference in voltage then appears as potential steps at the faces.

### (f) Effects left out

**Nonlinearity.** Let $P_0=\chi fg$ be the linear short-circuit result, and write $P=P_0(1-\delta)$. Inserting this into $aP+bP^3=fg$ and dividing by $aP_0=fg$ gives

$$
(1-\delta)+\eta(1-\delta)^3=1,\qquad \eta=b\chi P_0^2 ,
$$

so $\delta=\eta(1-\delta)^3\approx\eta$ when $\eta$ is small. Numerically,

$$
\eta=(7\times10^{9})(2.647\times10^{-9})(0.02647)^2=0.0130 .
$$

The linear polarization is too large by about 1.3 %. The numerical solution of the layered film, which also includes the next effect, gives a loss of 1.24 % relative to $P_0$, or $P=2.614\ \mathrm{\mu C/cm^2}$.

**Strain dependence of $a$.** The strain at the faces differs from that in the middle by $\pm0.5\,\%$. This changes $a$ by $\pm(2\times10^{10})(0.005)=\pm1\times10^{8}\ \mathrm{J\,m/C^2}$. Relative to $a=3.777\times10^{8}\ \mathrm{J\,m/C^2}$, the change is $\pm26.5\,\%$.

Such a large variation has little effect on the polarization, for two reasons. A change of $P$ with depth creates bound charge and hence an opposing field, which keeps $P$ nearly uniform. Averaging $a(z)P=E(z)+fg$ over the short-circuited film, where the mean of $E$ is zero, then shows that $P$ is set by the mean of $a$. The variation is opposite in the two halves and leaves that mean unchanged. Uniform $D$ requires $\delta P=-\varepsilon_0\,\delta E$. With $P$ nearly uniform, the field needed at the faces is about

$$
|\delta E|\approx(1\times10^{8})(0.026)\ \mathrm{V/m}=2.6\ \mathrm{MV/m},
$$

and the layered solution gives 2.59 MV/m at the midpoints of the outermost layers; at the faces themselves the magnitude is 2.60 to 2.61 MV/m. Thus a short-circuited film with varying $a$ contains real internal fields of opposite sign in its two halves, although their average is zero. The corresponding variation of $P$ is smaller than that of $a$ by the factor $\varepsilon_0/(\chi+\varepsilon_0)=1/300$, since $\delta P\,(a+1/\varepsilon_0)=-P\,\delta a$ at uniform $D$. This makes it about 0.09 %.

**Temperature.** With the Curie–Weiss law, $\chi\propto1/(T-T_0)$ and $T_0=35$ K. Warming from 300 K to 310 K multiplies $\chi$ by $265/275$, a loss of 3.6 %. The linear short-circuit polarization falls by the same fraction if $f$ and $g$ are held fixed, while $E_{\rm eq}$ does not change.

**Breakdown.** The field to compare with the breakdown field is the real one. In open circuit the ratio is $9.967/100\approx0.1$, so the real field stays well below breakdown for these numbers. Mobile carriers, if present, would change the voltage found in (d). They respond to the real field and also to the strain-induced slope of the band edge, which is set by a deformation potential that can be comparable with $ef$. They simply screen the field and reduce the voltage when that slope is small compared with $efg$; otherwise the size and even the sign of the change depend on the deformation potential.

### How the numbers compare with real films

The gradient is very large by everyday standards. In a bent plate the strain at distance $z$ from the neutral plane is $z/R$, so $g=1/R$, and $10^{6}\ \mathrm{m^{-1}}$ means a bending radius of one micrometre. It is conceivable in a film of 10 nm, where it amounts to a strain difference of 1 %. Across 1 µm the same gradient would require a strain difference of 100 %. If the strain difference is limited to 1 %, the equivalent field is at most $0.01f/h$ for a uniform gradient. With $f=10$ V this is 10 MV/m at 10 nm, but 0.1 MV/m at 1 µm.

The coupling voltage is higher than a simple atomic estimate gives. For that estimate, note that the strain changes by $gd$ over one lattice spacing $d$. Multiplying this by the Coulomb energy $e^2/(4\pi\varepsilon_0d)$ and equating the product to the work $eE_{\rm eq}d$ gives

$$
\frac{e^2}{4\pi\varepsilon_0d}\,gd\sim eE_{\rm eq}d
\quad\Longrightarrow\quad
f=\frac{E_{\rm eq}}g\sim\frac{e}{4\pi\varepsilon_0d}\approx3.7\ \mathrm V
$$

for $d=0.39$ nm. This fixes the order of magnitude and no more. With $f=3.7$ V, the same gradient would give 3.7 MV/m.

In a ferroelectric film whose coercive field is of order 10 MV/m, a bias of the size found in (a) could matter for switching. Coercive fields differ widely between materials and films, so the comparison has to be made for the film at hand. In a real film the gradient is seldom uniform, and the local equivalent field follows the local gradient. The surface contribution is the less certain part: in the case worked out in (e), it changes the mean driving field from 10 to 5 MV/m. A measured loop shift can also contain contributions from unlike electrodes or trapped charge, so it does not by itself determine $f$.

The numerical output below lists the inputs and the computed values.

## Calculated quantities

```
INPUTS
flexocoupling voltage f = 10.0 V
strain gradient g = 1.0e+06 1/m
film thickness (chosen) = 10.0 nm
relative permittivity (rough) = 300
quartic coefficient b (rough) = 7.0e+09 J m^5/C^4
change of a per unit strain (rough) = 2.0e+10 J m/C^2
temperature = 300 K
Curie-Weiss temperature (rough) = 35 K
lattice spacing (rough) = 0.39 nm
breakdown field (rough) = 100 MV/m
MAIN RESULT
equivalent field f*g = 10.000 MV/m
the same in engineering unit = 0.100 MV/cm
applied field that nulls P, layered film = -10.0000 MV/m
RESPONSE OF THE FILM
susceptibility chi = 2.6474e-09 F/m
coefficient a = 1/chi = 3.7773e+08 J m/C^2
flexoelectric coefficient mu = 26.47 nC/m
short-circuit P, linear = 2.647 uC/cm2
short-circuit P, layered nonlinear = 2.614 uC/cm2
open-circuit real field, formula = -9.967 MV/m
open-circuit real field, minimized = -9.967 MV/m
open-circuit voltage magnitude = 0.0997 V
SURFACE CAUTION (symmetrized coupling)
local field at z = 2.0 nm, from energy = 11.600 MV/m
local field there, f*du/dz = 11.600 MV/m
mean field on uniform P = 5.000 MV/m
surface part of that mean = -5.000 MV/m
SIZES OF NEGLECTED EFFECTS
strain difference across film = 1.00 %
variation of a at film faces = +/- 26.5 %
largest internal real field, short circuit = 2.59 MV/m
loss of P, layered nonlinear film = 1.24 %
loss of P, first-order b*chi*P^2 = 1.30 %
loss of chi on warming by 10 K = 3.6 %
open-circuit field / breakdown field = 0.100
atomic estimate of f, e/(4 pi eps0 d) = 3.69 V
```
